# Momentum shift of a polaron with phonon-modulated hopping

A carrier hops along a chain with direct amplitude 4.0 meV, and each lattice site vibrates with a quantum of 80 meV. No phonon can be excited for less than twenty times the hopping energy, yet the lowest state of the coupled system does not have zero momentum. Numerical diagonalization puts it at $k=\pm0.953$, in units of the inverse lattice spacing. Phonons that are present virtually have changed the shape of the band, and the theorem below says when and how.

## Model and theorem

Let $|j\rangle$ be the carrier on site $j$, and let $b_j$ remove a phonon from site $j$. Write $x_j=b_j+b_j^\dagger$ and $K_j=|j+1\rangle\langle j|+|j\rangle\langle j+1|$. The Hamiltonian is

$$H=H_t+H_{ph}+V,\qquad H_t=-t\sum_jK_j,\qquad H_{ph}=\omega\sum_jb_j^\dagger b_j,$$
$$V=g\sum_jK_j\,(x_{j+1}-x_j).$$

Here $t>0$, and $\omega$ denotes the phonon energy, so $\hbar$ does not appear. The combination $x_{j+1}-x_j$ is the stretch of bond $j$: stretching weakens the hop if $g>0$. The sign of $g$ plays no part below.

**Assumptions.** There is one carrier, the temperature is zero, the phonons have no dispersion, and $\omega\gg t$. The quantity $t_2=g^2/\omega$ is held comparable to $t$ as $\omega/t$ grows. Results are meant order by order in perturbation theory.

**Theorem.** The polaron band, as a function of total crystal momentum $k$ in units of the inverse spacing, is
$$E(k)=-2t\cos k-4t_2+2t_2\cos2k+O(t^2/\omega).\tag{1}$$
At leading order its minimum is at $k=0$ for $t_2\le t/4$. For $t_2>t/4$ there are two minima $\pm k_0$ with $\cos k_0=t/(4t_2)$. The first correction moves the threshold to
$$\frac{t_2}{t}=\frac14\left[1+\frac{3t}{2\omega}+O\!\left(\frac{t^2}{\omega^2}\right)\right].\tag{2}$$

## Lemma 1: the coupling seen from one site

**Lemma.** $V=\sum_jM_jx_j$, where $M_j=g\big(|j\rangle\langle\phi_j|+|\phi_j\rangle\langle j|\big)$ and $|\phi_j\rangle=|j-1\rangle-|j+1\rangle$.

*Proof.* Relabelling the first part of $V$ gives $\sum_jK_jx_{j+1}=\sum_jK_{j-1}x_j$. Hence $M_j=g(K_{j-1}-K_j)$, or
$$M_j=g\big(|j\rangle\langle j-1|+|j-1\rangle\langle j|-|j+1\rangle\langle j|-|j\rangle\langle j+1|\big).$$
Collecting the terms with $|j\rangle$ on the left and those with $\langle j|$ on the right gives the stated form. ∎

The minus sign in $|\phi_j\rangle$ expresses simple geometry: when site $j$ moves, one of its bonds lengthens and the other shortens.

## Lemma 2: removing the phonons

**Lemma.** In the zero-phonon space, $H_{\rm eff}=H_t-\frac1\omega\sum_jM_j^2+O(t^2/\omega)$.

*Proof.* Transform with $e^{S}He^{-S}=H+[S,H]+\frac12[S,[S,H]]+\dots$ and choose
$$S=\frac1\omega\sum_jM_j(b_j^\dagger-b_j).$$
This $S$ is anti-Hermitian, so $e^S$ is unitary. It also commutes with lattice translations, so $k$ keeps its meaning. From $[b^\dagger,b^\dagger b]=-b^\dagger$ and $[b,b^\dagger b]=b$ it follows that $[b^\dagger-b,\,b^\dagger b]=-x$, and therefore $[S,H_{ph}]=-V$. The term linear in $V$ cancels. At second order in $g$, without $H_t$, there remains
$$[S,V]+\tfrac12[S,-V]=\tfrac12[S,V].$$
In the phonon vacuum $\langle(b_j^\dagger-b_j)x_l\rangle=-\delta_{jl}$ and $\langle x_l(b_j^\dagger-b_j)\rangle=+\delta_{jl}$. So
$$\tfrac12\langle SV-VS\rangle=\frac1{2\omega}\sum_j(-M_j^2-M_j^2)=-\frac1\omega\sum_jM_j^2.$$

For the size of the rest, note that $g/\omega=\sqrt{t_2/\omega}$ is small, of order $(t/\omega)^{1/2}$. The next vacuum terms are of order $g^2t/\omega^2$ and $g^4/\omega^3$, both of order $t^2/\omega$. The term $\frac12[S,V]$ creates no phonons: with $V=V_++V_-$ split into emission and absorption, $S=(V_+-V_-)/\omega$ and $\frac12[S,V]=[V_+,V_-]/\omega$, which conserves the phonon number. Terms that create two phonons first appear with size $g^2t/\omega^2$ or $g^4/\omega^3$; acting twice with an energy denominator $2\omega$, they contribute at order $t^4/\omega^3$. The terms that create one phonon have size $gt/\omega$ or $g^3/\omega^2$ and contribute at order $t^3/\omega^2$. ∎

## Lemma 3: the generated hopping

**Lemma.** $-\frac1\omega\sum_jM_j^2=-4t_2+t_2\sum_j\big(|j+1\rangle\langle j-1|+|j-1\rangle\langle j+1|\big)$.

*Proof.* Since $\langle j|\phi_j\rangle=0$ and $\langle\phi_j|\phi_j\rangle=2$, squaring gives
$$M_j^2=g^2\big(2|j\rangle\langle j|+|\phi_j\rangle\langle\phi_j|\big),$$
$$|\phi_j\rangle\langle\phi_j|=|j-1\rangle\langle j-1|+|j+1\rangle\langle j+1|-|j-1\rangle\langle j+1|-|j+1\rangle\langle j-1|.$$
Summed over $j$, the diagonal parts give $2+1+1=4$ on every site. Multiplication by $-1/\omega$ gives the result. ∎

The second-neighbour term describes a carrier that hops from $j-1$ to $j$ while emitting a phonon at $j$, then hops to $j+1$ while absorbing it. The two hops carry factors $+g$ and $-g$, and the energy denominator is $-\omega$, so the amplitude is $(+g)(-g)/(-\omega)=+t_2$. The direct amplitude is $-t$. Direct hopping favours equal phases on neighbouring sites; the generated hopping favours opposite phases two sites apart. The two demands conflict at $k=0$.

## Proof of the leading-order statement

In a plane wave, a hop by one site in either direction gives $2\cos k$ and a hop by two sites gives $2\cos2k$, which proves (1). For the minimum put $c=\cos k$ and use $\cos2k=2c^2-1$:
$$E=4t_2c^2-2tc-6t_2=4t_2\left(c-\frac{t}{4t_2}\right)^2-\frac{t^2}{4t_2}-6t_2.$$
This is an upward parabola in $c$, and $c$ is confined to $[-1,1]$. If $t/(4t_2)\ge1$, the smallest value is at the end $c=1$, that is, $k=0$. If $t/(4t_2)<1$, the vertex is accessible and $\cos k_0=t/(4t_2)$. ∎

The same square gives the depth of the minima below $k=0$ and the curvature there:
$$E(0)-E(k_0)=4t_2(1-\cos k_0)^2,\qquad E''(k_0)=8t_2\sin^2k_0.\tag{3}$$
At $k=0$ the curvature is $E''(0)=2t-8t_2$. It vanishes at threshold, so the effective mass diverges there at this order. The fourth derivative at that point is $-2t+32t_2=6t>0$, so $k_0$ grows continuously from zero. Far above threshold $k_0$ approaches $\pi/2$, where the generated hopping alone would place it.

## Proof of the threshold correction

At fixed total momentum there is one zero-phonon state, so ordinary perturbation theory in $V$ applies, with $H_t+H_{ph}$ as the unperturbed part. Odd orders vanish because $V$ changes the phonon number by one. With $|k\rangle=N^{-1/2}\sum_je^{ikj}|j\rangle$ on a ring of $N$ sites, Lemma 1 gives
$$\langle p|M_j|k\rangle=-\frac{2ig}{N}e^{i(k-p)j}(\sin k-\sin p).\tag{4}$$
The squared amplitude for emitting a phonon of momentum $k-p$ is therefore $4g^2(\sin k-\sin p)^2/N$. Let angle brackets denote the average over intermediate momenta, and let $s=\sin k$.

**Motion during the virtual phonon.** The second-order energy is
$$E_2=-\left\langle\frac{4g^2(s-\sin p)^2}{\omega+2t(\cos k-\cos p)}\right\rangle.$$
The leading term of the expansion in $t/\omega$ is $-4t_2(s^2+\frac12)=-4t_2+2t_2\cos2k$, which recovers (1). The next term is
$$\frac{8g^2t}{\omega^2}\big\langle(s-\sin p)^2(\cos k-\cos p)\big\rangle=\frac{8t_2t}{\omega}\cos k\left(s^2+\tfrac12\right),\tag{5}$$
because $\langle\cos p\rangle$, $\langle\sin p\cos p\rangle$ and $\langle\sin^2p\cos p\rangle$ vanish.

**Two virtual phonons.** In fourth order the carrier's motion may be dropped from the denominators, which are then $\omega$, $2\omega$, $\omega$. The two phonons can be absorbed in either order, so
$$E_4=-\frac{1}{2\omega^3}(D+C)+\frac{A^2}{\omega^3},\qquad A=4g^2\left(s^2+\tfrac12\right),$$
where $D$ and $C$ are the plane-wave values of $\sum_{jl}M_jM_lM_lM_j$ and $\sum_{jl}M_lM_jM_lM_j$. The $A^2$ term comes from the normalization of the state. For the nested sum,
$$D=16g^4\big\langle(s-\sin p)^2(\sin^2p+\tfrac12)\big\rangle=16g^4\left(s^2+\tfrac38+\tfrac14\right),$$
using $\langle\sin^2p\rangle=\frac12$ and $\langle\sin^4p\rangle=\frac38$.

For the crossed sum, the phases in (4) fix the middle momentum at $p+p'-k$. With $u=\sin p$, $v=\sin p'$ and $w=\sin(p+p'-k)$,
$$C=16g^4\big\langle[s^2-s(u+v)+uv]\,[uv-w(u+v)+w^2]\big\rangle.$$
Any two of the three momenta are independent, so averages such as $\langle uv\rangle$, $\langle uw\rangle$ and $\langle u^2w\rangle$ vanish. The three parts of the first bracket then give:

- From $s^2$: $s^2\langle w^2\rangle=s^2/2$.
- From $-s(u+v)$: $+2s\langle uvw\rangle$. Write $uv=\frac12[\cos(p-p')-\cos(p+p')]$. The first cosine averages to zero against $w$, and the second gives $\langle uvw\rangle=s/4$. The contribution is $s^2/2$.
- From $uv$: $\langle u^2v^2\rangle=\frac14$. In $\langle u^2vw\rangle$, averaging $vw$ over $p'$ leaves $\frac12\cos(p-k)$, which averages to zero against $\sin^2p$; $\langle uv^2w\rangle$ vanishes likewise. In $\langle uvw^2\rangle$, $w^2$ contains a constant and a second harmonic of $p$, and both average to zero against $\sin p$.

So $C=16g^4(s^2+\frac14)$. Since $g^4/\omega^3=t_2^2/\omega$,
$$E_4=\frac{16t_2^2}{\omega}\left[\left(s^2+\tfrac12\right)^2-s^2-\tfrac7{16}\right]=\frac{16t_2^2}{\omega}\left(\sin^4k-\tfrac3{16}\right).\tag{6}$$

The terms in $s^2$ have cancelled, so (6) has no curvature at $k=0$. In (5), $\cos k(\sin^2k+\frac12)=\frac12+\frac34k^2+\dots$, whose second derivative is $\frac32$. Hence
$$E''(0)=2t-8t_2+\frac{12t_2t}{\omega}.$$
Setting this to zero gives $t_2/t=\frac14\,[1-3t/(2\omega)]^{-1}$, which is (2) to the order kept. ∎

The threshold rises because a carrier moving during the virtual process sees a slightly different energy denominator.

## Comparison with the full Hamiltonian

The full Hamiltonian was diagonalized at fixed total momentum on an infinite chain, keeping up to four phonons within four sites of the carrier. For $t_2=0.4t$, the largest error of (1) over nine momenta from 0 to $\pi$ is $0.0293t$ at $\omega=100t$ and $0.0149t$ at $\omega=200t$. It halves, as a first-order error should. With (5) and (6) included the errors are $0.00111t$ and $0.00028t$, which fall by a factor of nearly four.

The computed thresholds are $t_2/t=0.2675$, $0.2537$ and $0.2519$ at $\omega/t=20$, $100$ and $200$. Formula (2) gives $0.2688$, $0.2538$ and $0.2519$. Extrapolating the last two computed values to infinite $\omega$ gives 1.505 for the coefficient $3/2$. The excess of 0.005 comes from the finite momentum step of 0.1 used for the curvature; a higher-order difference formula gives 1.500.

## Remark: two couplings without a shift

The condition $t_2>t/4$ concerns a generated amplitude whose sign is opposite to that of the direct one. Magnitude alone does not suffice.

If a vibration changes both adjacent bonds equally, then $|\phi_j\rangle=|j-1\rangle+|j+1\rangle$ and the generated amplitude is $-t_2$. The band becomes $-2tc-2t_2-4t_2c^2$. This is a downward parabola in $c$, so its minimum over $[-1,1]$ lies at an end, and the linear term selects $c=1$. The ground state stays at $k=0$ at this order for any $t_2$.

If each bond has its own oscillator, the relevant square is $K_j^2=|j\rangle\langle j|+|j+1\rangle\langle j+1|$. It shifts the energy by $-2t_2$ and generates no second-neighbour hopping.

Diagonalization at $t_2=0.5t$ and $\omega=400t$ gives generated amplitudes of $0.4975t$ for opposite bond changes, $-0.4975t$ for equal changes and $0.0000t$ for independent bonds. They were read from $[E(0)-2E(\pi/2)+E(\pi)]/8$. For opposite changes, (6) alters this combination by $-4t_2^2/\omega=-0.0025t$, which accounts for the difference from $0.5t$.

With several carriers, each $M_j$ is a sum of one-carrier operators. Its square then also contains terms that act on two carriers at once. These are interactions, so the theorem does not carry over unchanged.

## The example worked through

Take a phonon energy of 80 meV, a moving mass of 16 u and a spacing of 0.35 nm. The zero-point amplitude is
$$x_0=\frac{\hbar}{\sqrt{2M\omega}}=0.00404\ \text{nm}.$$
Let the hopping change with bond length at $\alpha=3.0$ eV/nm, while the direct amplitude is $t=4.0$ meV. Then
$$g=\alpha x_0=12.12\ \text{meV},\qquad t_2=\frac{12.12^2}{80}\approx1.84\ \text{meV},\qquad\frac{t_2}{t}=0.459.$$
This exceeds the computed threshold of $0.267$ for $\omega/t=20$. At leading order $\cos k_0=1/(4\times0.459)\approx0.544$ and $k_0=0.995$, or 2.84 nm$^{-1}$. By (3) the depth is $4\times1.837\times(0.456)^2\approx1.53$ meV, equivalent to 17.7 K. The leading-order curvature is 10.3 meV, which corresponds to an effective mass of about 60 electron masses. The full band is flatter at its minimum, about 8.3 meV, which corresponds to about 75 electron masses.

Full diagonalization gives $k_0=0.953$ and a depth of 1.17 meV. Enlarging the phonon space to five phonons within five sites changes the energy at the minimum by $2.6\times10^{-6}t$, so truncation does not explain the difference. Formulas (5) and (6) largely do. At the leading-order $k_0$ their prefactors are $8t_2t/\omega=0.735$ meV and $16t_2^2/\omega=0.675$ meV, and $\sin^2k_0=0.704$. The change in depth is
$$0.735\,[0.5-0.544\times1.204]-0.675\times0.704^2\approx-0.45\ \text{meV},$$
which predicts 1.08 meV. The slopes of (5) and (6) at $k_0$ add up to about 0.49 meV. Division by the curvature gives a linear estimate of the shift, 0.047 downwards, to 0.948; the corrected band itself has its minimum at 0.936. At $\omega/t=20$ the position is thus given by leading order to about 4% of the full value, but the depth is overestimated by about 30%.

## When hopping falls off exponentially

The example allows $t$ to be small while its slope is large. Suppose instead that the hopping is a single exponential in bond length with decay length $\xi$. Then $\alpha=t/\xi$, so $g=tx_0/\xi$ and
$$\frac{t_2}{t}=\left(\frac{x_0}{\xi}\right)^2\frac t\omega.$$
With $\xi=0.10$ nm and the same $t$, $\omega$ and $x_0$, this gives $g=0.16$ meV and $t_2/t=8.2\times10^{-5}$. Formally, a ratio of one quarter would need $t/\omega=153$, which contradicts the assumption $\omega\gg t$. For these values of $x_0$ and $\xi$, the high-energy-phonon mechanism therefore needs a direct amplitude that is suppressed while its derivative survives, for instance by near cancellation of two hopping paths that depend differently on bond length. If both had the same decay length, their slopes would cancel too.

## Relation to a memory oxide

The phonon energy, oxygen mass and cation spacing are rough values for hafnia, a material used in resistive memory. They do not belong to one kind of site, however: conduction electrons sit mainly on the hafnium ions, and the light oxygen ions lie between them. The model lets the carrier's own site vibrate, so the example borrows scales from hafnia but does not describe its lattice. The 4 meV hopping is not a hafnia value at all: transfer energies in the conduction bands of such oxides are roughly tenths of an eV, above the phonon energy, where this theorem does not apply. The slope of 3 eV/nm is what a 0.3 eV amplitude decaying over 0.1 nm would have, so the example supposes that such an amplitude is nearly cancelled by a second path that hardly depends on bond length. That is a model assumption, not a known property of hafnia. Real devices also break the assumption of purely bond-type coupling. An on-site relaxation energy of 200 meV, taken for illustration, would multiply the direct hopping by $e^{-200/80}=0.082$. It would alter the generated hopping too, so the ratio 0.459 cannot be assumed to hold; the combined problem is not solved here.

Two smaller omissions leave the example above threshold when taken separately. A phonon dispersion of cosine form, with amplitude 5 meV and either sign, moves the leading-order threshold by at most 6.4% if $g$ is the same for all modes. If the hopping slope and the mass are fixed instead, the zero-point amplitude also varies with the mode energy, and the shift is roughly twice as large. Curvature of the hopping law, estimated as $\alpha x_0^2/\xi$, changes $t$ by 0.49 meV; at fixed $t_2$ the ratio then lies between about 0.41 and 0.52.

Temperature and field matter more. At 300 K the thermal energy is 25.9 meV, larger than the whole leading-order polaron bandwidth of 17.5 meV, so carriers would occupy all momenta and the double minimum would have little effect. A field of 1 MV/cm, roughly the scale used for switching, drops 35 meV across one cell. The drop already equals the leading-order well depth at 0.044 MV/cm. In this model the shifted ground state is a feature of low temperature and weak field. The remaining values are in the numerical output.

## Calculated quantities

```
TESTS (energies in units of t)
band error, leading, omega=100: 0.02932 t
band error, leading, omega=200: 0.01493 t
band error, corrected, omega=100: 0.001109 t
band error, corrected, omega=200: 0.000284 t
threshold t2/t at omega/t=20: 0.26748
threshold t2/t at omega/t=100: 0.25370
threshold t2/t at omega/t=200: 0.25186
threshold slope, extrapolated (theory 3/2): 1.5048
t2/t=0.4, omega/t=400: k0 full 0.8928 rad
t2/t=0.4, formula: k0 0.8957 rad
generated hopping, opposite bond changes: 0.4975 t
generated hopping, independent bonds: 0.0000 t
generated hopping, equal bond changes: -0.4975 t
EXAMPLE INPUTS (rough or chosen)
phonon energy: 80 meV
spacing: 0.35 nm
moving mass: 16 u
direct hopping: 4.0 meV
hopping slope: 3.0 eV/nm
decay length: 0.10 nm
EXAMPLE RESULTS
zero-point amplitude: 0.00404 nm
coupling g: 12.12 meV
generated hopping t2: 1.837 meV
ratio t2/t: 0.459
cos k0: 0.544
k0, leading order: 0.995 rad = 2.84 1/nm
k0, full diagonalization: 0.953 rad
well depth, leading order: 1.525 meV = 17.7 K
well depth, full diagonalization: 1.169 meV
band curvature at k0: 10.34 meV
effective mass at k0: 60.2 electron masses
polaron bandwidth, leading order: 17.53 meV
change on enlarging phonon space: 2.6e-06 t
ORDINARY EXPONENTIAL HOPPING
coupling g: 0.162 meV
ratio t2/t: 8.16e-05
t/omega needed for ratio 1/4: 153
NEGLECTED EFFECTS
phonon dispersion assumed: +/-5 meV
threshold change from dispersion: 6.4 %
hopping change, curved law: 0.49 meV
on-site relaxation assumed: 200 meV
direct-hopping factor from it: 0.082
thermal energy at 300 K: 25.9 meV
drop per cell at 1 MV/cm: 35 meV
field with drop equal to depth: 0.044 MV/cm
```
